\section*{One impurity in a tight-binding chain: transmission and bound state}

\section*{Problem}

An electron moves on an infinite chain with one orbital per site. Its amplitude on site $n$ is $\psi_n$, the hopping between neighbours is $-t$ with $t>0$, and all site energies are zero except that of site $0$, which is a real number $V\neq 0$:
\begin{equation}
-t(\psi_{n-1}+\psi_{n+1})+V\delta_{n0}\,\psi_n=E\psi_n .
\label{eq:chain}
\end{equation}
Lengths are measured in lattice constants, so the wave number $k$ is dimensionless. Electron--electron interaction and lattice vibrations are left out.

\begin{enumerate}
\item[(a)] A wave with $0<k<\pi$ arrives from the left. Show that it is transmitted with probability
\begin{equation}
T=\frac{1}{1+\left(\dfrac{V}{2t\sin k}\right)^2}.
\label{eq:T}
\end{equation}
\item[(b)] Let $k$ become complex in the transmission amplitude $\tau(k)$. Where are its poles, and which of them describes a bound state? Find the energy of that state and its weight on the impurity.
\item[(c)] Evaluate the results for $t=1$ eV, $V=-1$ eV and $k=\pi/3$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Away from site $0$ the equation is that of the free chain. Find its plane waves and decide from their velocity which one moves to the right.
\item Site $0$ belongs to both half-chains. The left and right forms of the wave must agree there, and equation (\ref{eq:chain}) at $n=0$ gives one further condition. That is enough for two unknown amplitudes.
\item Before calling $|\tau|^2$ a probability, compare the currents on the two sides.
\item For (b), write $z=e^{ik}$. The condition for a pole becomes a quadratic equation. Look at the product of its roots.
\item Divide the scattering wave by $\tau$. What is left of the incoming wave at a pole?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The transmission probability}

\paragraph{Free waves.} Put $\psi_n=e^{ikn}$ into (\ref{eq:chain}) at a site $n\neq0$ and divide by $e^{ikn}$:
\begin{equation}
E=-t(e^{-ik}+e^{ik})=-2t\cos k .
\label{eq:band}
\end{equation}
The band runs from $-2t$ to $2t$. The group velocity, in lattice constants per unit time, is $\hbar^{-1}dE/dk=(2t/\hbar)\sin k$. It is positive for $0<k<\pi$, so $e^{ikn}$ moves to the right and $e^{-ikn}$, which has the same energy, to the left.

\paragraph{Form of the scattering wave.} At a given energy inside the band, the free equation is a second-order recursion with the two independent solutions $e^{\pm ikn}$. The equations at $n\le-1$ involve the sites up to $n=0$, and those at $n\ge1$ involve the sites from $n=0$ on. Each form therefore holds up to and including site $0$:
\begin{equation}
\psi_n=\begin{cases}e^{ikn}+r\,e^{-ikn}, & n\le 0,\\ \tau\,e^{ikn}, & n\ge 0.\end{cases}
\label{eq:ansatz}
\end{equation}
No wave arrives from the right, so $e^{-ikn}$ is absent there. Equality of the two forms at $n=0$ gives
\begin{equation}
1+r=\tau .
\label{eq:match}
\end{equation}

\paragraph{The equation at the impurity.} With $\psi_{-1}=e^{-ik}+re^{ik}$, $\psi_0=\tau$ and $\psi_1=\tau e^{ik}$, equation (\ref{eq:chain}) at $n=0$ reads
\begin{equation}
-t\left(e^{-ik}+re^{ik}+\tau e^{ik}\right)+V\tau=-t\left(e^{ik}+e^{-ik}\right)\tau .
\end{equation}
Replace $r$ by $\tau-1$. The bracket on the left becomes $e^{-ik}-e^{ik}+2\tau e^{ik}=-2i\sin k+2\tau e^{ik}$, so
\begin{equation}
2it\sin k-2t\tau e^{ik}+V\tau=-t\left(e^{ik}+e^{-ik}\right)\tau .
\end{equation}
Move the terms with $\tau$ to the right:
\begin{equation}
2it\sin k=\tau\left[2te^{ik}-te^{ik}-te^{-ik}-V\right]=\tau\left[2it\sin k-V\right].
\end{equation}
Division by the bracket, and then of numerator and denominator by $2it\sin k$, gives
\begin{equation}
\tau=\frac{2it\sin k}{2it\sin k-V}=\frac{1}{1+\dfrac{iV}{2t\sin k}} ,
\label{eq:tau}
\end{equation}
where $-1/i=i$ was used. From (\ref{eq:match}),
\begin{equation}
r=\tau-1=\frac{V}{2it\sin k-V}.
\label{eq:r}
\end{equation}

\paragraph{From amplitude to probability.} Let $s$ denote time. From $i\hbar\,d\psi_n/ds=(H\psi)_n$,
\begin{equation}
\frac{d|\psi_n|^2}{ds}=\frac{2}{\hbar}\,\mathrm{Im}\left[\psi_n^*(H\psi)_n\right]
=-\frac{2t}{\hbar}\,\mathrm{Im}\left[\psi_n^*\psi_{n-1}+\psi_n^*\psi_{n+1}\right].
\end{equation}
The term $V|\psi_n|^2$ has dropped out because $V$ is real. The right side is $J_{n-1}-J_n$, where
\begin{equation}
J_n=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1})
\end{equation}
is the current from site $n$ to site $n+1$. In a stationary state $|\psi_n|^2$ is constant in time, so $J_n$ is the same on every bond. On the right of the impurity $J=(2t/\hbar)\sin k\,|\tau|^2$. On the left,
\begin{equation}
\psi_n^*\psi_{n+1}=e^{ik}+|r|^2e^{-ik}+\left[r\,e^{-ik(2n+1)}+r^*e^{ik(2n+1)}\right].
\end{equation}
The bracket is a number plus its complex conjugate, hence real, and carries no current. Thus $J=(2t/\hbar)\sin k\,(1-|r|^2)$. The incident current is $(2t/\hbar)\sin k$, so the transmitted fraction is $|\tau|^2$, the reflected fraction is $|r|^2$, and they add to one. Since $V/(2t\sin k)$ is real, the squared modulus of the denominator in (\ref{eq:tau}) is $1+(V/2t\sin k)^2$, which proves (\ref{eq:T}).

\paragraph{Reading the formula.} The impurity energy is compared with $2t\sin k$, which is $\hbar$ times the velocity. Half of the current passes when $|V|=2t\sin k$. At both band edges the velocity vanishes and so does $T$, however small $V$ is. At fixed $V$, transmission is largest in the middle of the band, where it equals $4t^2/(4t^2+V^2)$.

\subsection*{(b) Poles and the bound state}

\paragraph{Position of the poles.} With $z=e^{ik}$ we have $2i\sin k=z-1/z$. Insert this in (\ref{eq:tau}) and multiply numerator and denominator by $z/t$:
\begin{equation}
\tau=\frac{t(z-1/z)}{t(z-1/z)-V}=\frac{z^2-1}{z^2-(V/t)z-1}.
\label{eq:tauz}
\end{equation}
The denominator vanishes at
\begin{equation}
z_\pm=\frac{V\pm\sqrt{V^2+4t^2}}{2t}.
\label{eq:roots}
\end{equation}
At these points $z^2-1=(V/t)z\neq0$, so the numerator does not cancel the zero, and both roots are poles. They are real and their product is $-1$. They cannot both have modulus one, since their sum $V/t$ is not zero. Hence one root, called $z_b$, lies inside the unit circle and the other, $-1/z_b$, outside. Because $|z|=e^{-\mathrm{Im}\,k}$, there is one pole with $\mathrm{Im}\,k>0$ and one with $\mathrm{Im}\,k<0$, up to shifts of $k$ by $2\pi$.

\paragraph{What a pole means.} Divide the wave (\ref{eq:ansatz}) by $\tau$. The transmitted wave then has amplitude $1$, the incoming wave $1/\tau$ and the reflected wave $r/\tau=1-1/\tau$. At a pole $1/\tau=0$: the incoming wave is absent, and
\begin{equation}
\psi_n=e^{ik|n|}=z^{|n|}
\end{equation}
solves (\ref{eq:chain}) with outgoing parts alone. For $z=z_b$ it decays on both sides and can be normalized: it is a bound state. For $z=-1/z_b$ it grows on both sides. It still solves the recursion, but it is not a state of the electron.

\paragraph{No bound state is missed.} Start now from the bound state. Inside the band the free solutions on a half-chain are combinations of $e^{\pm ikn}$, and at the band edges they are $(\pm1)^n(A+Bn)$. None of these decays unless it is zero. Outside the band the solutions are $z^n$ and $z^{-n}$ with real $z$, $|z|<1$ and $E=-t(z+1/z)$. Normalization keeps the decaying one on each side, and the common value at site $0$ forces $\psi_n=Az^{|n|}$. The equation at site $0$ is then
\begin{equation}
-2tzA+VA=-t(z+1/z)A\quad\Longrightarrow\quad V=t(z-1/z),
\label{eq:bound}
\end{equation}
for $A\neq0$. This is the pole condition of (\ref{eq:tauz}), with $|z|<1$ required. The chain therefore has one bound state for either sign of $V$, and it corresponds to the pole with $\mathrm{Im}\,k>0$.

\paragraph{Energy.} From (\ref{eq:bound}), $1/z_b=z_b-V/t$, so
\begin{equation}
E_b=-t\left(z_b+\frac1{z_b}\right)=V-2tz_b .
\end{equation}
For $V<0$ the root of smaller modulus in (\ref{eq:roots}) is $z_+$, and $E_b=-\sqrt{V^2+4t^2}$. For $V>0$ it is $z_-$, and $E_b=+\sqrt{V^2+4t^2}$. Together,
\begin{equation}
E_b=\mathrm{sgn}(V)\sqrt{4t^2+V^2}.
\label{eq:Eb}
\end{equation}
An attractive impurity binds below the band, a repulsive one above it. Write $|z_b|=e^{-\kappa}$ with $\kappa>0$. Then $z_b>0$ means $k=i\kappa$, and $z_b<0$ means $k=\pi+i\kappa$. In both cases the modulus of (\ref{eq:bound}) gives $\sinh\kappa=|V|/(2t)$.

\paragraph{Weight on the impurity.} The geometric series gives $\sum_n z_b^{2|n|}=(1+z_b^2)/(1-z_b^2)$. The normalized state has
\begin{equation}
|\psi_0|^2=\frac{1-z_b^2}{1+z_b^2}=\frac{|1/z_b-z_b|}{|1/z_b+z_b|}=\frac{|V|/t}{|E_b|/t}=\frac{|V|}{\sqrt{4t^2+V^2}} .
\label{eq:weight}
\end{equation}

\paragraph{The bound state seen in the transmission.} Since $4t^2\sin^2k=4t^2-E^2$, equation (\ref{eq:T}) can be written as
\begin{equation}
T=\frac{4t^2-E^2}{4t^2-E^2+V^2}=\frac{4t^2-E^2}{E_b^2-E^2}.
\label{eq:TE}
\end{equation}
The bound level lies outside the band, so the denominator does not vanish for any propagating wave. The pole produces no resonance peak in $T$; its distance from the band sets how strongly $T$ is reduced.

\paragraph{Two limits.} For $|V|\ll t$, expansion of the root gives $|E_b|-2t\simeq V^2/(4t)$ and $\kappa\simeq|V|/(2t)$: the state is shallow and wide. For $|V|\gg t$, $E_b\simeq V$, the weight on site $0$ tends to one, and $T\simeq(2t\sin k/V)^2$ becomes small.

The continuum is reached from the bottom of the band. Let $a$ be the lattice constant, $q=k/a$, $t=\hbar^2/(2ma^2)$ and $V=\lambda/a$, and let $a\to0$ at fixed $q$ and $\lambda$. Then $\sin k\simeq qa$ and
\begin{equation}
\frac{V}{2t\sin k}\to\frac{\lambda}{a}\,\frac{ma^2}{\hbar^2qa}=\frac{m\lambda}{\hbar^2q},
\end{equation}
which gives the transmission of a particle of mass $m$ through the potential $\lambda\delta(x)$. For $\lambda<0$ the binding energy $V^2/(4t)$ becomes $m\lambda^2/(2\hbar^2)$. For $\lambda>0$ the bound state sits above the top of the band, which moves to infinity, and the continuum has none.

\paragraph{Where the result stops.} If $V$ has a negative imaginary part, as in a model of absorption, current is lost at site $0$ and $|r|^2+|\tau|^2<1$. If the impurity also changes the hopping to its neighbours, the equations at sites $0$ and $\pm1$ change, and (\ref{eq:T}) does not hold in general. An exception is the energy $E=V$, if it lies inside the band: there $T=\sin^2k$ as long as both hoppings are changed to the same nonzero value. The example in (c) is such a point, so the effect of such an equal change has to be looked for at another $k$.

\subsection*{(c) Numbers}

These are round model parameters, not those of a material. At $k=\pi/3$ the energy is $E=-2\times0.5=-1$ eV, and $2t\sin k=1.732$ eV. Hence $V/(2t\sin k)=-0.577$, and
\begin{equation}
\tau=\frac{1}{1-0.577i}=\frac{1+0.577i}{1.333}=0.750+0.433i,\qquad r=\tau-1=-0.250+0.433i .
\end{equation}
The squares give $T=0.5625+0.1875=0.75$ and $R=|r|^2=0.0625+0.1875=0.25$. Across the band:
\begin{center}
\begin{tabular}{c|ccccc}
$k/\pi$ & 0.02 & 1/6 & 1/3 & 1/2 & 5/6\\ \hline
$T$ & 0.016 & 0.50 & 0.75 & 0.80 & 0.50
\end{tabular}
\end{center}
At $k=\pi/6$ one has $2t\sin k=|V|$, the half-transmission point.

The meaning of $T$ as a probability was tested with a Gaussian wave packet, centred at $k=\pi/3$ in wave number and with a standard deviation of 30 sites in position. After the collision the probability on the right is $0.749913$, equal to the printed digits to (\ref{eq:T}) averaged over the wave numbers in the packet. The small deficit from $0.75$ comes from the curvature of $T(k)$. For these parameters $T''(\pi/3)=-0.625$, the spread in $k$ is $1/60$, and $\frac12T''/60^2=-0.000087$.

For the bound state, (\ref{eq:roots}) gives $z_b=(-1+\sqrt5)/2=0.618$, so $\kappa=0.481$. The energy is $E_b=-\sqrt5=-2.236$ eV, which lies $0.236$ eV below the band. The weak-impurity estimate $V^2/(4t)=0.25$ eV is about 6\% above this value. The weight on the impurity is $1/\sqrt5=0.447$, and the probability falls by the factor $0.618^2=0.38$ from each site to the next. Diagonalization of a finite chain of 401 sites gives the same energy, decay factor and weight, as the numerical output shows.

\section*{Variation 1: a repulsive impurity}

\textit{Replace $V$ by $-V$. What changes in the scattering and in the bound state? Can a measurement of $T$ reveal the sign of $V$?}

For real $k$, equation (\ref{eq:tau}) shows that $\tau$ turns into its complex conjugate. The phase of the transmitted wave changes sign, while $T$ stays the same. Thus $T$ alone, even if known at every energy in the band, fixes $|V|$ but not the sign of $V$.

For the bound state, set $\phi_n=(-1)^n\psi_n$. Both neighbours of a site acquire the opposite sign relative to that site, so multiplying (\ref{eq:chain}) by $-(-1)^n$ gives
\begin{equation}
-t(\phi_{n-1}+\phi_{n+1})-V\delta_{n0}\phi_n=-E\phi_n .
\end{equation}
A state of energy $E$ for $V$ becomes a state of energy $-E$ for $-V$, with the same probability on every site. With $V=+1$ eV the bound level therefore lies at $+2.236$ eV, its weight on site $0$ is again $0.447$, and its decay factor is $-0.618$: the amplitude alternates in sign.

The poles show how the information is lost. For real $k$, $\tau^*(k)=\tau(-k)$, so the continuation of $T$ is $\tau(k)\tau(-k)$. It has poles at both $E=E_b$ and $E=-E_b$, as (\ref{eq:TE}) shows. The amplitude separates them: one has $\mathrm{Im}\,k>0$ and is the bound state, the other has $\mathrm{Im}\,k<0$ and is the growing solution. For $V=-1$ eV the second pole is at $k=\pi-0.481i$, with energy $+2.236$ eV, where the chain has no level.

\section*{Variation 2: the same result from the Green function}

\textit{Derive $\tau$ from the Green function of the free chain, and find the residue of $\tau$ at the bound-state energy.}

Let $H_0$ be the free chain and $G^0=(E-H_0)^{-1}$ with $\mathrm{Im}\,E>0$. Write $E=-t(z+1/z)$ with $|z|<1$. Since $dE=2t\sin k\,dk$, a small positive imaginary part of $E$ gives $\mathrm{Im}\,k>0$ for $0<k<\pi$, so $z\to e^{ik}$ on approach to the band. Try $G^0_{nm}=g\,z^{|n-m|}$. For $n\neq m$ the free equation holds. For $n=m$,
\begin{equation}
Eg+2tzg=1\quad\Longrightarrow\quad g=\frac{1}{t(z-1/z)}\to\frac{1}{2it\sin k}.
\label{eq:g}
\end{equation}

The scattering wave obeys $\psi_n=e^{ikn}+G^0_{n0}V\psi_0$. At $n=0$ this gives $\psi_0=1/(1-Vg)$. For $n>0$, where $G^0_{n0}=g\,e^{ikn}$,
\begin{equation}
\psi_n=e^{ikn}\left(1+\frac{Vg}{1-Vg}\right)=\frac{e^{ikn}}{1-Vg}
\quad\Longrightarrow\quad \tau=\frac{1}{1-Vg},
\end{equation}
which is (\ref{eq:tau}) again. The full Green function on the impurity follows from Dyson's equation, $G_{00}=g+gVG_{00}$, so that
\begin{equation}
G_{00}=\frac{g}{1-Vg},\qquad \tau=\frac{G_{00}}{g}.
\end{equation}

In terms of the eigenstates of the full chain, the bound state contributes $|\psi_0|^2/(E-E_b)$ to $G_{00}$, and the band contributes nothing singular at $E_b$. The residue of $G_{00}$ is thus the weight (\ref{eq:weight}). At the pole $1-Vg=0$, so $1/g=V$, and
\begin{equation}
\mathop{\mathrm{Res}}_{E=E_b}\tau=V|\psi_0|^2=\frac{V|V|}{\sqrt{4t^2+V^2}}=\frac{V^2}{E_b},
\end{equation}
where the last step uses (\ref{eq:Eb}). For $V=-1$ eV this is $1/(-2.236)=-0.447$ eV. The position of the pole gives the energy of the bound state, and its residue divided by $V$ gives the weight on the impurity.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 1.000 eV
impurity energy V = -1.000 eV
wave number k = 1.0472 (k/pi = 0.3333)
energy E = -1.0000 eV
2 t sin k = 1.7321 eV
V/(2 t sin k) = -0.5774
tau = 0.7500 +0.4330 i
r = -0.2500 +0.4330 i
T = 0.7500, R = 0.2500
wave packet: probability on the right = 0.749913
wave packet: formula averaged over k = 0.749913
T from recursion, for V and for -V:
  k/pi = 0.0200: 0.0155  0.0155
  k/pi = 0.1667: 0.5000  0.5000
  k/pi = 0.3333: 0.7500  0.7500
  k/pi = 0.5000: 0.8000  0.8000
  k/pi = 0.8333: 0.5000  0.5000
bound state for V = -1.000 eV:
  energy from diagonalization = -2.236068 eV
  distance from band edge = 0.236068 eV
  pole: Re k = 0.0000, Im k = 0.4812
  psi[1]/psi[0] = 0.6180
  weight on site 0 = 0.4472
  residue of tau in energy = -0.4472 eV
  other pole: Re k = 3.1416, Im k = -0.4812, E = 2.2361 eV
bound state for V = +1.000 eV:
  energy from diagonalization = 2.236068 eV
  distance from band edge = 0.236068 eV
  pole: Re k = 3.1416, Im k = 0.4812
  psi[1]/psi[0] = -0.6180
  weight on site 0 = 0.4472
  residue of tau in energy = 0.4472 eV
  other pole: Re k = 0.0000, Im k = -0.4812, E = -2.2361 eV
\end{verbatim}
